# Threshold for a bound state at an impurity in a simple cubic lattice: test program

```python
"""
Result under test: on a simple cubic lattice with nearest-neighbour hopping t,
an on-site attraction U at one site binds a state only if U > Uc = 2 t / W,
W = average over k of 1/(3 - cos kx - cos ky - cos kz), so Uc is about 3.96 t.
Symbols: binding = depth of the level below the band bottom -6t;
V = extra attraction on each of the six neighbours of the impurity;
bond = hopping between impurity and neighbours divided by t;
L = edge of a periodic test lattice in sites.
All energies are in units of t until the worked example converts them to eV.
"""
import numpy as np
from scipy import sparse, constants
from scipy.integrate import quad, simpson
from scipy.optimize import brentq
from scipy.sparse.linalg import eigsh
from scipy.special import i0e, gamma


def bessel_integral(delta, power=0):
    """Integral over s from 0 to infinity of s^power exp(-delta s) [exp(-s) I0(s)]^3."""
    def integrand(s):
        return s**power * np.exp(-delta * s) * i0e(s)**3
    near = quad(integrand, 0, 1, epsabs=1e-12, epsrel=1e-11)[0]
    # the far part uses s = 1/v^2, which makes the slow tail smooth
    far = quad(lambda v: integrand(1 / v**2) * 2 / v**3, 0, 1,
               epsabs=1e-12, epsrel=1e-11, limit=300)[0]
    return near + far


def green(binding):
    """Minus the on-site Green function at energy -6 - binding."""
    return bessel_integral(binding / 2) / 2


def binding_energy(U, V=0.0, bond=1.0):
    """Root of the bound-state condition; V and bond are not changed together."""
    def condition(binding):
        depth = 6 + binding
        g = green(binding)
        if bond != 1.0:
            effective_U = depth - (depth - U) / bond**2
            return 1 - effective_U * g
        h = (depth * g - 1) / 6
        return (1 - U * g) * (1 - V * depth * h) - 6 * U * V * h**2
    return brentq(condition, 1e-9, 20, xtol=1e-12)


def band_hamiltonian(L):
    i = np.arange(L)
    hop = sparse.coo_matrix((np.ones(L), (i, (i + 1) % L)), shape=(L, L)).tocsr()
    ring = hop + hop.T
    one = sparse.identity(L, format="csr")
    total = (sparse.kron(sparse.kron(ring, one), one)
             + sparse.kron(sparse.kron(one, ring), one)
             + sparse.kron(sparse.kron(one, one), ring)).tocsr()
    total.eliminate_zeros()
    return -total


BANDS = {L: band_hamiltonian(L) for L in (10, 12, 16, 24)}


def impurity_hamiltonian(L, U, V=0.0, bond=1.0):
    H0 = BANDS[L]
    near = H0.indices[H0.indptr[0]:H0.indptr[1]]
    assert len(near) == 6
    zero = np.zeros(6, dtype=int)
    rows = np.concatenate(([0], near, zero, near))
    cols = np.concatenate(([0], near, near, zero))
    vals = np.concatenate(([-U], np.full(6, -V), np.full(12, 1 - bond)))
    return H0 + sparse.coo_matrix((vals, (rows, cols)), shape=H0.shape).tocsr()


def lowering(L, U, V=0.0, bond=1.0):
    """Depth of the lowest level of the periodic lattice below -6."""
    H = impurity_hamiltonian(L, U, V, bond)
    level = eigsh(H, k=1, which="SA", v0=np.ones(L**3), ncv=40,
                  tol=1e-10, return_eigenvectors=False)[0]
    return -6 - level


def crossing_threshold(V=0.0, bond=1.0):
    """Strength at which L^2 times the lowering agrees for two lattice sizes."""
    def difference(U):
        return 256 * lowering(16, U, V, bond) - 100 * lowering(10, U, V, bond)
    return brentq(difference, 3.0, 5.5, xtol=1e-4)


# --- Watson integral: Bessel form, k-space average, finite part plus tail, gammas
W = bessel_integral(0.0)
Uc = 2 / W


def k_average(n):
    c = np.cos((np.arange(n // 2) + 0.5) * 2 * np.pi / n)
    return np.mean(1 / (3 - c[:, None, None] - c[None, :, None] - c[None, None, :]))


W_grid = 2 * k_average(240) - k_average(120)   # removes the 1/n grid error
assert abs(W_grid - W) < 1e-5
S = 50.0
s_grid = np.linspace(0, S, 20001)
W_finite = simpson(i0e(s_grid)**3, x=s_grid)
W_tail = (2 * np.pi)**-1.5 * (2 * S**-0.5 + S**-1.5 / 4 + 33 * S**-2.5 / 320)
assert abs(W_finite + W_tail - W) < 1e-7
W_gamma = (np.sqrt(6) / (96 * np.pi**3) * gamma(1 / 24) * gamma(5 / 24)
           * gamma(7 / 24) * gamma(11 / 24))
assert abs(W_gamma - W) < 1e-9

# --- threshold found by diagonalization, without the Watson integral
Uc_lattice = crossing_threshold()
assert abs(Uc_lattice - Uc) < 0.02   # remaining finite-size error

# --- behaviour close to threshold and divergence of the norm there
ratios = []
for excess in (0.10, 0.01):
    U_test = Uc * (1 + excess)
    law = (4 * np.pi * (1 / Uc - 1 / U_test))**2
    ratios.append(binding_energy(U_test) / law)
assert abs(ratios[1] - 1) < 0.02 and abs(ratios[1] - 1) < abs(ratios[0] - 1)
small = 1e-4
norm_ratio = bessel_integral(small / 2, 1) / 4 * 8 * np.pi * np.sqrt(small)
assert abs(norm_ratio - 1) < 0.01

# --- worked example
t_eV, a_nm = 0.5, 0.4
U_weak_eV, U_strong_eV = 1.5, 2.5
V_eV, bond_weak = 0.1, 0.9
U_weak, U_strong, V_near = U_weak_eV / t_eV, U_strong_eV / t_eV, V_eV / t_eV
bound = binding_energy(U_strong)
weight = 1 / (U_strong**2 * bessel_integral(bound / 2, 1) / 4)
kappa = np.arccosh(1 + bound / 2)

start = np.random.default_rng(1).standard_normal(24**3)
levels, states = eigsh(impurity_hamiltonian(24, U_strong), k=2, which="SA",
                       v0=start, ncv=50, tol=1e-11)
order = np.argsort(levels)
levels, states = levels[order], states[:, order]
assert abs(-6 - levels[0] - bound) < 1e-5
assert levels[1] > -6 - 1e-8                     # only one level below the band
assert abs(states[0, 0]**2 - weight) < 1e-4
planes = states[:, 0].reshape(24, 24, 24).sum(axis=(1, 2))
assert abs(np.log(planes[3] / planes[4]) - kappa) < 1e-3
top = eigsh(impurity_hamiltonian(10, U_strong), k=1, which="LA",
            return_eigenvectors=False)[0]
assert top < 6 + 1e-8                           # no level above the band

weak12, weak24 = lowering(12, U_weak), lowering(24, U_weak)
strong12, strong24 = lowering(12, U_strong), lowering(24, U_strong)
assert weak12 / weak24 > 7                      # vanishes about as 1/volume
assert abs(strong12 / strong24 - 1) < 0.02      # stays finite

# --- effects left out of the one-site model
g_edge = 1 / Uc
h_edge = g_edge - 1 / 6
Uc_near = (1 - 6 * h_edge * V_near) / (g_edge - h_edge * V_near)
Uc_bond = 6 - bond_weak**2 * (6 - Uc)
Uc_near_lattice = crossing_threshold(V=V_near)
Uc_bond_lattice = crossing_threshold(bond=bond_weak)
assert abs(Uc_near_lattice - Uc_near) < 0.02
assert abs(Uc_bond_lattice - Uc_bond) < 0.02
bound_near = binding_energy(U_strong, V=V_near)
bound_bond = binding_energy(U_strong, bond=bond_weak)
assert abs(lowering(24, U_strong, V=V_near) - bound_near) < 1e-4
assert abs(lowering(24, U_strong, bond=bond_weak) - bound_bond) < 1e-4
kT_eV = constants.k * 300 / constants.e

print(f"Watson integral W, Bessel form: {W:.8f} (no unit)")
print(f"  part from s = 0 to {S:.0f}: {W_finite:.8f} (no unit)")
print(f"  tail beyond s = {S:.0f}: {W_tail:.8f} (no unit)")
print(f"  k-space grid value: {W_grid:.6f} (no unit)")
print(f"  gamma-function value: {W_gamma:.8f} (no unit)")
print(f"Threshold Uc = 2t/W: {Uc:.5f} t")
print(f"Threshold from lattice crossing, L = 10 and 16: {Uc_lattice:.3f} t")
print(f"Binding / near-threshold law, U 10% above Uc: {ratios[0]:.4f}")
print(f"Binding / near-threshold law, U 1% above Uc: {ratios[1]:.4f}")
for U_row in (4.0, 4.5, 5.0, 6.0, 8.0):
    print(f"Binding at U = {U_row:.1f} t: {binding_energy(U_row):.5f} t")
print(f"Example: hopping t = {t_eV:.2f} eV, lattice constant a = {a_nm:.2f} nm")
print(f"Example: band width 12t = {12 * t_eV:.2f} eV")
print(f"Example: threshold Uc = {Uc * t_eV:.3f} eV")
print(f"Weak impurity U = {U_weak_eV:.2f} eV = {U_weak:.2f} t")
print(f"  lowering on periodic lattice L = 12: {1000 * t_eV * weak12:.3f} meV")
print(f"  lowering on periodic lattice L = 24: {1000 * t_eV * weak24:.3f} meV")
print(f"  ratio of the two lowerings: {weak12 / weak24:.2f}")
print(f"Strong impurity U = {U_strong_eV:.2f} eV = {U_strong:.2f} t")
print(f"  lowering on periodic lattice L = 12: {1000 * t_eV * strong12:.2f} meV")
print(f"  lowering on periodic lattice L = 24: {1000 * t_eV * strong24:.2f} meV")
print(f"  binding energy, infinite lattice: {t_eV * bound:.4f} eV")
print(f"  level energy from band centre: {-t_eV * (6 + bound):.4f} eV")
print(f"  weight on impurity site: {weight:.4f} (no unit)")
print(f"  decay constant kappa: {kappa:.4f} per lattice constant")
print(f"  decay length of plane-summed amplitude: {a_nm / kappa:.3f} nm")
print(f"Neighbour attraction V = {V_eV:.2f} eV = {V_near:.2f} t")
print(f"  threshold, formula: {Uc_near:.4f} t = {t_eV * Uc_near:.3f} eV")
print(f"  threshold, lattice crossing: {Uc_near_lattice:.3f} t")
print(f"  binding of strong impurity: {t_eV * bound_near:.4f} eV")
print(f"Impurity bonds scaled by {bond_weak:.2f} (no unit)")
print(f"  threshold, formula: {Uc_bond:.4f} t = {t_eV * Uc_bond:.3f} eV")
print(f"  threshold, lattice crossing: {Uc_bond_lattice:.3f} t")
print(f"  binding of strong impurity: {t_eV * bound_bond:.4f} eV")
print(f"Thermal energy kT at 300 K: {kT_eV:.5f} eV")
print(f"Binding energy / kT at 300 K: {t_eV * bound / kT_eV:.2f} (no unit)")
print("no test failed")
```

Output:

```
Watson integral W, Bessel form: 0.50546202 (no unit)
  part from s = 0 to 50: 0.48745803 (no unit)
  tail beyond s = 50: 0.01800398 (no unit)
  k-space grid value: 0.505462 (no unit)
  gamma-function value: 0.50546202 (no unit)
Threshold Uc = 2t/W: 3.95678 t
Threshold from lattice crossing, L = 10 and 16: 3.954 t
Binding / near-threshold law, U 10% above Uc: 0.9374
Binding / near-threshold law, U 1% above Uc: 0.9907
Binding at U = 4.0 t: 0.00117 t
Binding at U = 4.5 t: 0.13611 t
Binding at U = 5.0 t: 0.40079 t
Binding at U = 6.0 t: 1.10392 t
Binding at U = 8.0 t: 2.78962 t
Example: hopping t = 0.50 eV, lattice constant a = 0.40 nm
Example: band width 12t = 6.00 eV
Example: threshold Uc = 1.978 eV
Weak impurity U = 1.50 eV = 3.00 t
  lowering on periodic lattice L = 12: 2.888 meV
  lowering on periodic lattice L = 24: 0.401 meV
  ratio of the two lowerings: 7.20
Strong impurity U = 2.50 eV = 5.00 t
  lowering on periodic lattice L = 12: 200.58 meV
  lowering on periodic lattice L = 24: 200.40 meV
  binding energy, infinite lattice: 0.2004 eV
  level energy from band centre: -3.2004 eV
  weight on impurity site: 0.6086 (no unit)
  decay constant kappa: 0.6230 per lattice constant
  decay length of plane-summed amplitude: 0.642 nm
Neighbour attraction V = 0.10 eV = 0.20 t
  threshold, formula: 3.8074 t = 1.904 eV
  threshold, lattice crossing: 3.808 t
  binding of strong impurity: 0.2208 eV
Impurity bonds scaled by 0.90 (no unit)
  threshold, formula: 4.3450 t = 2.172 eV
  threshold, lattice crossing: 4.339 t
  binding of strong impurity: 0.1182 eV
Thermal energy kT at 300 K: 0.02585 eV
Binding energy / kT at 300 K: 7.75 (no unit)
no test failed
```
